# Reflection Conditions of Pca2₁ from Its Two Glide Planes: verification in Python

```python
"""
Result under test: a density with the two glides of space group Pca2_1,
  c-glide normal to a: (x,y,z) -> (1/2-x, y, z+1/2)
  a-glide normal to b: (x,y,z) -> (x+1/2, -y, z),
has kinematical amplitudes F(0kl)=0 for odd l and F(h0l)=0 for odd h.
F(hkl) = sum of f exp[2 pi i (hx+ky+lz)]; x,y,z are fractional coordinates,
f is the atomic scattering factor, q the wave-vector transfer.
Atom model (atomic units): nucleus Z screened by electron density
Z exp(-r/R)/(4 pi R^2 r), R=Z^(-1/3), so that f=Z/(1+q^2 R^2).
The cell is a rough rounded model in the regime of ferroelectric hafnia.
"""
import itertools
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq

BOHR = const.physical_constants["Bohr radius"][0] * 1e10
HARTREE = const.physical_constants["Hartree energy in eV"][0]
R_ELECTRON = const.physical_constants["classical electron radius"][0] * 1e10
LIGHT_SPEED = 1 / const.fine_structure
rng = np.random.default_rng(29)

IDENTITY = (np.array([1, 1, 1]), np.array([0, 0, 0]))
SCREW = (np.array([-1, -1, 1]), np.array([0, 0, 0.5]))
A_GLIDE = (np.array([1, -1, 1]), np.array([0.5, 0, 0]))
C_GLIDE = (np.array([-1, 1, 1]), np.array([0.5, 0, 0.5]))
PCA21 = [IDENTITY, SCREW, A_GLIDE, C_GLIDE]
MIRROR = np.array([1, 1, -1])
PCAM = PCA21 + [(s * MIRROR, t * MIRROR) for s, t in PCA21]


def orbit(point, group=PCA21):
    return np.array([s * np.asarray(point) + t for s, t in group])


def phase_sum(hkl, points):
    return np.exp(2j * np.pi * (points @ np.asarray(hkl))).sum()


def forbidden(h, k, l):
    return (h == 0 and l % 2 != 0) or (k == 0 and h % 2 != 0)


# The product of the two glides is the screw operation.
p = rng.random(3)
glided = A_GLIDE[0] * p + A_GLIDE[1]
twice = C_GLIDE[0] * glided + C_GLIDE[1]
difference = twice - (SCREW[0] * p + SCREW[1])
assert np.allclose(difference, np.round(difference), atol=1e-12)

# General complex density on a grid, symmetrized, then Fourier transformed.
N = 8
raw = rng.random((N, N, N)) + 1j * rng.random((N, N, N))
index = np.indices((N, N, N))
density = np.zeros_like(raw)
for sign, shift in PCA21:
    moved = [(sign[i] * index[i] + int(N * shift[i])) % N for i in range(3)]
    density += raw[tuple(moved)]
F_grid = np.fft.ifftn(density)
worst_grid = 0.0
for h, k, l in itertools.product(range(-3, 4), repeat=3):
    value = F_grid[h, k, l]
    assert abs(value - (-1) ** (h + l) * F_grid[-h, k, l]) < 1e-12
    assert abs(value - (-1) ** h * F_grid[h, -k, l]) < 1e-12
    if forbidden(h, k, l):
        worst_grid = max(worst_grid, abs(value))
    else:
        assert abs(value) > 1e-7
assert worst_grid < 1e-12

# Random atoms: the zeros are exactly the predicted set, for any origin,
# for complex scattering factors, and also after adding a mirror normal to c.
zero_counts = []
for group in (PCA21, PCAM):
    sites = [rng.random(3) for _ in range(4)]
    weights = rng.random(4) + 1j * rng.random(4)
    origin = rng.random(3)
    count = 0
    for hkl in itertools.product(range(-4, 5), repeat=3):
        total = sum(w * phase_sum(hkl, orbit(s, group) + origin)
                    for w, s in zip(weights, sites))
        is_zero = abs(total) < 1e-11
        assert is_zero == forbidden(*hkl)
        count += is_zero
    zero_counts.append(count)

# Closed expressions for one orbit against the explicit four-atom sum.
x, y, z = p
for m, l in itertools.product(range(-4, 5), repeat=2):
    wave = np.exp(2j * np.pi * l * z)
    zone_0kl = 2 * (1 + (-1) ** l) * np.cos(2 * np.pi * m * y) * wave
    e = np.exp(2j * np.pi * m * x)
    zone_h0l = (1 + (-1) ** m) * wave * (e + (-1) ** l / e)
    assert abs(phase_sum((0, m, l), orbit(p)) - zone_0kl) < 1e-11
    assert abs(phase_sum((m, 0, l), orbit(p)) - zone_h0l) < 1e-11

# Worked model cell: lengths in angstrom, positions fractional.
CELL = np.array([5.2, 5.0, 5.1])
SITES = [("Hf", 72, (0.03, 0.27, 0.00)),
         ("O1", 8, (0.36, 0.07, -0.14)),
         ("O2", 8, (0.23, 0.54, 0.25))]
ATOMS = [(Z, orbit(site)) for _, Z, site in SITES]
VOLUME = CELL.prod()


def form_factor(Z, q):
    return Z / (1 + (q * Z ** (-1 / 3)) ** 2)


def q_atomic(hkl):
    return 2 * np.pi * np.linalg.norm(np.asarray(hkl) / CELL) * BOHR


def structure_factor(hkl, atoms=ATOMS):
    q = q_atomic(hkl)
    return sum(form_factor(Z, q) * phase_sum(hkl, pts) for Z, pts in atoms)


# Radial quadrature of the model density and of its screened potential.
for Z in (8, 72):
    R, q = Z ** (-1 / 3), 1.7
    f_num = quad(lambda r: Z / R**2 * np.exp(-r / R) * np.sin(q * r) / q,
                 0, 50 * R, limit=300)[0]
    v_num = quad(lambda r: 4 * np.pi * Z * np.exp(-r / R) * np.sin(q * r) / q,
                 0, 50 * R, limit=300)[0]
    assert abs(f_num - form_factor(Z, q)) < 1e-7
    assert abs(v_num - 4 * np.pi * (Z - f_num) / q**2) < 1e-6

# Nearest Hf neighbours of each oxygen site.
images = np.array(list(itertools.product((-1, 0, 1), repeat=3)))
hf_all = (ATOMS[0][1][:, None, :] + images[None]).reshape(-1, 3)
bonds = []
for _, _, site in SITES[1:]:
    dist = np.linalg.norm((hf_all - np.array(site)) * CELL, axis=1)
    bonds.append(np.sort(dist[dist < 2.4]))
assert [len(b) for b in bonds] == [3, 4]

print("cell a, b, c (angstrom):", *CELL)
print(f"cell volume: {VOLUME:.2f} angstrom^3")
for name, Z, site in SITES:
    print(f"{name}: Z={Z}, fractional x,y,z =", *site)
for (name, _, _), b in zip(SITES[1:], bonds):
    print(f"{name}: {len(b)} Hf neighbours, {b[0]:.2f} to {b[-1]:.2f} angstrom")
print(f"largest forbidden |F|, random density: {worst_grid:.1e} (arb. unit)")
print("zeros among 729 index triples, Pca21 and Pcam:", *zero_counts)

print("hkl, spacing (angstrom), |F| (electrons), rule")
TABLE = [(0, 1, 0), (0, 0, 1), (0, 1, 1), (0, 0, 2), (0, 1, 2), (1, 0, 0),
         (1, 0, 1), (1, 0, 2), (2, 0, 0), (2, 0, 1), (1, 1, 0), (1, 1, 1)]
for hkl in TABLE:
    size = abs(structure_factor(hkl))
    d = 1 / np.linalg.norm(np.array(hkl) / CELL)
    rule = "forbidden" if forbidden(*hkl) else "allowed"
    assert (size < 1e-9) == forbidden(*hkl)
    print("".join(map(str, hkl)), f"{d:.3f} {size:.2f} {rule}")

# A shift of one Hf per cell breaks the glides.
SHIFT = 0.05
broken_hf = ATOMS[0][1].copy()
broken_hf[0, 0] += SHIFT / CELL[0]
F_broken = abs(structure_factor((1, 0, 0), [(72, broken_hf)] + ATOMS[1:]))
f_hf = form_factor(72, q_atomic((1, 0, 0)))
assert abs(F_broken - 2 * f_hf * np.sin(np.pi * SHIFT / CELL[0])) < 1e-9
print(f"one Hf shifted by {SHIFT} angstrom along a: |F(100)| = "
      f"{F_broken:.2f} electrons")

# Size broadening from an explicit sum over a row of cells.
THICKNESS = 100.0
cells = np.arange(round(THICKNESS / CELL[1]))


def row_intensity(s):
    return abs(np.exp(2j * np.pi * cells * CELL[1] * s).mean()) ** 2


half = brentq(lambda s: row_intensity(s) - 0.5, 1e-5, 0.9 / THICKNESS)
width = 2 * half
sinc_half = brentq(lambda u: np.sinc(u) ** 2 - 0.5, 0.1, 0.9)
assert abs(width * THICKNESS / (2 * sinc_half) - 1) < 0.01
separation = 1 / CELL[1] - 1 / CELL[0]
print(f"film thickness or grain size: {THICKNESS:.0f} angstrom "
      f"= {THICKNESS / 10:.0f} nm")
print(f"peak width in 1/d: {width:.5f} 1/angstrom")
print(f"separation of 010 and 100 in 1/d: {separation:.5f} 1/angstrom")
print(f"width / separation: {width / separation:.2f}")

# Forward wave from a sheet of scatterers: magnitude wavelength * density * f.
wavelength_test, distance, aperture = 1.0, 10.0, 5.0
rho = np.linspace(0, 40, 200001)
path = np.sqrt(distance**2 + rho**2)
extra = path - distance
sheet = (2 * np.pi * rho / path * np.exp(2j * np.pi * extra / wavelength_test)
         * np.exp(-(extra / aperture) ** 2))
sheet_sum = (sheet[1:] + sheet[:-1]).sum() * (rho[1] - rho[0]) / 2
assert abs(sheet_sum - 1j * wavelength_test) < 0.01

# X-ray single-scattering amplitude; obliquity and polarization left out.
PHOTON = 8000.0
x_wavelength = const.h * const.c / (PHOTON * const.e) * 1e10
candidates = [t for t in itertools.product(range(4), repeat=3) if any(t)]
strongest = max(candidates, key=lambda t: abs(structure_factor(t)))
F_max = abs(structure_factor(strongest))
x_amplitude = R_ELECTRON * x_wavelength * F_max * THICKNESS / VOLUME
print(f"X-ray energy {PHOTON:.0f} eV, wavelength {x_wavelength:.4f} angstrom")
print("strongest reflection:", "".join(map(str, strongest)),
      f"with |F| = {F_max:.1f} electrons")
print(f"X-ray single-scattering amplitude: {x_amplitude:.2e}")
print(f"its square, scale of double-scattering amplitude: {x_amplitude**2:.1e}")

# Thermal factor of the strongest reflection, by averaging the phase.
RMS = 0.08
q_max = q_atomic(strongest) / BOHR
thermal = quad(lambda u: np.cos(q_max * u) * np.exp(-u**2 / (2 * RMS**2))
               / (RMS * np.sqrt(2 * np.pi)), -10 * RMS, 10 * RMS)[0]
assert abs(thermal - np.exp(-(q_max * RMS) ** 2 / 2)) < 1e-8
print(f"rough rms displacement at 300 K: {RMS} angstrom")
print(f"thermal amplitude factor, strongest reflection: {thermal:.4f}")

# Many-beam electron diffraction, beam near c, zero-layer beams hk0.
ELECTRON = 200000.0
energy = ELECTRON / HARTREE
gamma = 1 + energy / LIGHT_SPEED**2
k_beam = np.sqrt(2 * energy + (energy / LIGHT_SPEED) ** 2)
volume_au = VOLUME / BOHR**3


def beam_setup(h_max, k_max):
    beams = np.array([(h, k) for h in range(-h_max, h_max + 1)
                      for k in range(-k_max, k_max + 1)])
    g = 2 * np.pi * beams / CELL[:2] * BOHR
    delta = beams[:, None, :] - beams[None, :, :]
    g2 = ((2 * np.pi * delta / CELL[:2] * BOHR) ** 2).sum(axis=2)
    potential = np.zeros(g2.shape, complex)
    for Z, points in ATOMS:
        R = Z ** (-1 / 3)
        phases = sum(np.exp(-2j * np.pi * (delta @ pt[:2])) for pt in points)
        potential -= 4 * np.pi / volume_au * Z * R**2 / (1 + g2 * R**2) * phases
    return beams, g, potential


def beam_amplitudes(setup, tilt_x, tilt_y, thickness):
    beams, g, potential = setup
    k_side = k_beam * np.array([tilt_x, tilt_y])
    k_z = np.sqrt(k_beam**2 - k_side @ k_side)
    matrix = 2 * gamma * potential + np.diag(2 * g @ k_side + (g**2).sum(axis=1))
    values, vectors = np.linalg.eigh(matrix)
    kappa = values / (k_z + np.sqrt(k_z**2 - values))
    start = np.where((beams == 0).all(axis=1))[0][0]
    out = vectors @ (np.exp(-1j * kappa * thickness / BOHR)
                     * vectors[start].conj())
    return {tuple(b): amp for b, amp in zip(beams.tolist(), out)}


setup = beam_setup(8, 8)
# Thin-crystal limit against the independent scattering-sheet result.
thin = 0.1
q010 = q_atomic((0, 1, 0))
F_electron = sum(2 * gamma * (Z - form_factor(Z, q010)) / q010**2
                 * phase_sum((0, 1, 0), pts) for Z, pts in ATOMS)
born = 2 * np.pi / k_beam * thin / BOHR * abs(F_electron) / volume_au
thin_amp = abs(beam_amplitudes(setup, 0, 0, thin)[(0, 1)])
assert abs(thin_amp / born - 1) < 0.01

# Incident beam inside the a-glide plane: dark. Tilted out of it: not dark.
inside = abs(beam_amplitudes(setup, 0.003, 0, THICKNESS)[(1, 0)]) ** 2
assert inside < 1e-18
tilts = np.linspace(0, 0.020, 21)
scan = [abs(beam_amplitudes(setup, 0, t, THICKNESS)[(1, 0)]) ** 2 for t in tilts]
best = int(np.argmax(scan))
assert scan[best] > 1e-10
# Without the allowed detour beams outside the h00 row, 100 stays dark.
row_only = beam_amplitudes(beam_setup(8, 0), 0, tilts[best], THICKNESS)
assert abs(row_only[(1, 0)]) ** 2 < 1e-18
larger = beam_amplitudes(beam_setup(11, 11), 0, tilts[best], THICKNESS)
beam_change = abs(abs(larger[(1, 0)]) ** 2 / scan[best] - 1)
assert beam_change < 0.10
allowed_010 = abs(beam_amplitudes(setup, 0, tilts[best], THICKNESS)[(0, 1)]) ** 2

print(f"electron energy {ELECTRON:.0f} eV, wavelength "
      f"{2 * np.pi / k_beam * BOHR:.5f} angstrom")
print(f"electron 100 intensity / incident, 3 mrad in glide plane: {inside:.1e}")
print(f"largest 100 intensity / incident, tilts to 20 mrad: {scan[best]:.2e}")
print(f"tilt out of glide plane at that value: {1000 * tilts[best]:.0f} mrad")
print(f"allowed 010 intensity / incident at same tilt: {allowed_010:.2e}")
print(f"change of 100 intensity with more beams: {100 * beam_change:.2f} percent")
print("no test failed")
```

Running it gives:

```
cell a, b, c (angstrom): 5.2 5.0 5.1
cell volume: 132.60 angstrom^3
Hf: Z=72, fractional x,y,z = 0.03 0.27 0.0
O1: Z=8, fractional x,y,z = 0.36 0.07 -0.14
O2: Z=8, fractional x,y,z = 0.23 0.54 0.25
O1: 3 Hf neighbours, 2.04 to 2.17 angstrom
O2: 4 Hf neighbours, 2.09 to 2.24 angstrom
largest forbidden |F|, random density: 9.9e-17 (arb. unit)
zeros among 729 index triples, Pca21 and Pcam: 72 72
hkl, spacing (angstrom), |F| (electrons), rule
010 5.000 37.03 allowed
001 5.100 0.00 forbidden
011 3.570 0.00 forbidden
002 2.550 236.61 allowed
012 2.272 24.13 allowed
100 5.200 0.00 forbidden
101 3.641 0.00 forbidden
102 2.290 0.00 forbidden
200 2.600 218.40 allowed
201 2.316 84.24 allowed
110 3.604 53.18 allowed
111 2.943 257.23 allowed
one Hf shifted by 0.05 angstrom along a: |F(100)| = 4.25 electrons
film thickness or grain size: 100 angstrom = 10 nm
peak width in 1/d: 0.00887 1/angstrom
separation of 010 and 100 in 1/d: 0.00769 1/angstrom
width / separation: 1.15
X-ray energy 8000 eV, wavelength 1.5498 angstrom
strongest reflection: 111 with |F| = 257.2 electrons
X-ray single-scattering amplitude: 8.47e-03
its square, scale of double-scattering amplitude: 7.2e-05
rough rms displacement at 300 K: 0.08 angstrom
thermal amplitude factor, strongest reflection: 0.9855
electron energy 200000 eV, wavelength 0.02508 angstrom
electron 100 intensity / incident, 3 mrad in glide plane: 6.5e-30
largest 100 intensity / incident, tilts to 20 mrad: 1.60e-04
tilt out of glide plane at that value: 20 mrad
allowed 010 intensity / incident at same tilt: 1.77e-03
change of 100 intensity with more beams: 1.30 percent
no test failed
```
